\section*{Layer Doubling: Stable Stacking of Scattering Matrices and the Doublings Needed}

\section{Two layers and one beam}

Take two equal, mirror-symmetric layers and a single plane wave at normal incidence. Each layer transmits with amplitude $t$ and reflects with amplitude $r$, both referred to planes midway between layers. A wave that enters the pair passes the first layer, may bounce between the two any number of times, and leaves. Summing the paths gives
\begin{align}
t_2&=t\,(1+r^2+r^4+\dots)\,t=\frac{t^2}{1-r^2},\\
r_2&=r+t\,r\,(1+r^2+\dots)\,t=r+\frac{t^2r}{1-r^2}.
\end{align}
The pair is again an object with one $t$ and one $r$, so the step can be repeated: $n$ repetitions describe $2^n$ layers.

Now let the wave be evanescent with decay constant $\Gamma$, and set $r=0$. For layer spacing $d$, $t=e^{-\Gamma d}$, and doubling squares a small number. A transfer matrix, which carries the amplitudes of both directions from left to right, also contains $1/t=e^{+\Gamma d}$, and its powers grow without limit. For one beam with $r=0$ this leads only to overflow. For one beam with $r\ne0$ the reflection, a ratio of two growing elements, stays accurate until overflow, although a transmission formed as a small difference of growing elements loses its digits much earlier. With several beams growing at different rates, rounding in the fastest one hides the slower ones, and this is the root of the difference in stability.

\section{Conventions}

Hartree atomic units are used, with $H=-\tfrac12\nabla^2+V$. All layers share one two-dimensional lattice with cell area $A$. Absorption is a uniform potential $-iV_i$, $V_i>0$. Moving it to the other side of the Schr\"odinger equation leaves a Hermitian Hamiltonian $H_0$ at energy $E+iV_i$, where $E$ is measured from the constant potential between layers. With parallel wave vector $\mathbf k$ and reciprocal vectors $\mathbf g$, the beams there are $e^{i\mathbf K_g^\pm\cdot\mathbf r}$,
\begin{equation}
\mathbf K_g^\pm=(\mathbf k+\mathbf g,\pm k_g),\qquad
k_g=\sqrt{2(E+iV_i)-|\mathbf k+\mathbf g|^2},\qquad \operatorname{Im}k_g>0 .
\end{equation}
The sign $+$ means travel or decay to the right. A stack has four matrices: $T^{+}$ and $T^{-}$ transmit to the right and to the left, $R^{-+}$ reflects waves arriving from the left, and $R^{+-}$ those arriving from the right. Amplitudes refer to an origin on the plane bounding the stack on the side concerned.

\section{Composition of two stacks}

Put $A$ to the left of $B$. Let $a$ and $b$ be the right- and left-going amplitudes on their common plane, $a_0$ the wave entering from the left and $b_2$ that entering from the right. Each amplitude on the common plane leaves one of the stacks:
\begin{equation}
a=T_A^+a_0+R_A^{+-}b,\qquad b=R_B^{-+}a+T_B^-b_2 .
\end{equation}
Inserting the second equation into the first, and the first into the second, gives
\begin{align}
a&=X\,(T_A^+a_0+R_A^{+-}T_B^-b_2), & X&=(1-R_A^{+-}R_B^{-+})^{-1},\\
b&=Y\,(T_B^-b_2+R_B^{-+}T_A^+a_0), & Y&=(1-R_B^{-+}R_A^{+-})^{-1}.
\end{align}
The outgoing waves are $a_2=T_B^+a+R_B^{+-}b_2$ and $b_0=R_A^{-+}a_0+T_A^-b$. For $b_2=0$ we have $a=XT_A^+a_0$ and $b=R_B^{-+}a$; for $a_0=0$ we have $b=YT_B^-b_2$ and $a=R_A^{+-}b$. Therefore
\begin{align}
T^+&=T_B^+XT_A^+, & R^{-+}&=R_A^{-+}+T_A^-R_B^{-+}XT_A^+,\label{comp1}\\
T^-&=T_A^-YT_B^-, & R^{+-}&=R_B^{+-}+T_B^+R_A^{+-}YT_B^- .\label{comp2}
\end{align}
No path series had to converge; the inverse has only to exist.

\begin{verbatim}
compose(A, B):
    U = solve(1 - A.Rpm B.Rmp, A.Tp)
    W = solve(1 - B.Rmp A.Rpm, B.Tm)
    return Tp  = B.Tp U
           Tm  = A.Tm W
           Rmp = A.Rmp + A.Tm (B.Rmp U)
           Rpm = B.Rpm + B.Tp (A.Rpm W)

S = one layer
repeat n times:  S = compose(S, S)
result = compose(surface layers, S)
\end{verbatim}
Here \texttt{Rmp} is $R^{-+}$ and \texttt{Rpm} is $R^{+-}$. One call costs eight matrix products and two linear solves, of order $M^3$ operations for $M$ beams. A stack of $N=2^n$ layers needs $\log_2N$ calls, against $N-1$ when layers are added singly.

\section{Why the inverse exists}

Suppose $R_A^{+-}R_B^{-+}x=x$ with $x\ne0$. Put $a=x$ and $b=R_B^{-+}x$ on the common plane. Both stacks are then satisfied with no wave coming in from outside. The wave function $\psi$ is not zero, because $a_g+b_g=0$ and $k_g(a_g-b_g)=0$ for all beams would require $a=0$. Outside the stacks it has outgoing beams alone, which decay since $\operatorname{Im}k_g>0$. Hence $\psi$ is normalizable over one surface cell, and
\begin{equation}
(E+iV_i)\langle\psi|\psi\rangle=\langle\psi|H_0|\psi\rangle
\end{equation}
has a real right side and a complex left side. This contradiction shows that the inverse exists for $V_i>0$. The argument assumes a Hermitian $H_0$ and a complete beam set. With truncated beams or partial waves, the condition number of $1-R_A^{+-}R_B^{-+}$ should be monitored.

\section{Long stacks}

A Bloch wave multiplies both amplitudes by $\lambda$ per layer. The one-layer relations $a_1=T^+a_0+R^{+-}b_1$ and $b_0=R^{-+}a_0+T^-b_1$, with $a_1=\lambda a_0$ and $b_1=\lambda b_0$, become
\begin{equation}
\begin{pmatrix}T^+&0\\R^{-+}&-1\end{pmatrix}\!\begin{pmatrix}a_0\\b_0\end{pmatrix}
=\lambda\begin{pmatrix}1&-R^{+-}\\0&-T^-\end{pmatrix}\!\begin{pmatrix}a_0\\b_0\end{pmatrix}.
\label{bloch}
\end{equation}
For $V_i>0$ no $|\lambda|=1$ occurs: such a wave would be a Bloch state of $H_0$ with real wave vector and complex energy. Assume that $M$ solutions decay to the right and $M$ to the left. The first set obeys $b=R_\infty a$, where $R_\infty$ is the reflection matrix of a half-crystal; the second obeys $a=R'_\infty b$. (A decaying combination with $a=0$ would be a state without incoming waves, excluded as before.)

Inside $N$ layers write
\begin{equation}
a_m=u_m+R'_\infty v_m,\quad b_m=R_\infty u_m+v_m,\quad u_m=P^mu_0,\quad v_m=Q^{N-m}v_N,
\end{equation}
where the eigenvalues of $P$ and $Q$ are the decay factors in the two directions. No wave enters from the right, so $b_N=0$ and $v_N=-R_\infty P^Nu_0$. With $Z=Q^NR_\infty P^N$, the front amplitudes are
\begin{equation}
a_0=(1-R'_\infty Z)u_0,\qquad b_0=(R_\infty-Z)u_0 .
\end{equation}
Since $R_N^{-+}a_0=b_0$,
\begin{align}
R_N^{-+}-R_\infty&=\left[R_\infty-Z-R_\infty(1-R'_\infty Z)\right](1-R'_\infty Z)^{-1}\nonumber\\
&=-(1-R_\infty R'_\infty)\,Z\,(1-R'_\infty Z)^{-1}.\label{err}
\end{align}
Let the slowest wave decay as $e^{-\mu}$ per layer in both directions, as in a mirror-symmetric crystal. If its beam amplitudes do not vanish by symmetry, the error falls as $e^{-2\mu N}$ for large $N$: the wave must reach the missing rear part and return. If the directions differ, $2\mu$ becomes $\mu_++\mu_-$. Transmission crosses once: $a_N=(1-R'_\infty R_\infty)P^Nu_0$, of order $e^{-\mu N}$.

The matrices to be inverted thus converge to $1-R'_\infty R_\infty$, which is invertible by the argument of the previous section applied to two half-crystals. A convergent sequence of invertible matrices with an invertible limit has bounded inverses.

\section{Rounding errors and the transfer matrix}

Let small errors $\delta R$ and $\delta T$ be present before a doubling. To first order, (\ref{comp1}) gives
\begin{align}
\delta R^{-+}_{2N}={}&\delta R^{-+}+\delta T^-R^{-+}XT^++T^-\delta R^{-+}XT^+\nonumber\\
&+T^-R^{-+}\delta X\,T^++T^-R^{-+}X\,\delta T^+,\\
\delta X={}&X(\delta R^{+-}R^{-+}+R^{+-}\delta R^{-+})X .
\end{align}
The first term passes on with factor one. Every other term contains a $T$, of order $e^{-\mu N}$, and bounded factors. In the same way each term of $\delta T^\pm_{2N}$ contains at least one $T$. As $N$ doubles, these factors have a convergent sum, so early errors are multiplied by a finite number, and fresh rounding adds at most in proportion to $n$. This is the sense in which doubling is stable. The bound obtained in this way may be large when $V_i$ is small, though it need not be reached: within a band, $T^\pm$ stays of order one until $N$ reaches about $1/\mu$, and up to there errors can grow from one doubling to the next.

The transfer matrix follows from the same one-layer relations, solved for the right side:
\begin{align}
b_1&=(T^-)^{-1}(b_0-R^{-+}a_0),\\
a_1&=\left[T^+-R^{+-}(T^-)^{-1}R^{-+}\right]a_0+R^{+-}(T^-)^{-1}b_0 .
\end{align}
For $N$ layers, its blocks $\mathcal M_{ij}$ give $b_N=\mathcal M_{21}a_0+\mathcal M_{22}b_0=0$, hence $R_N^{-+}=-\mathcal M_{22}^{-1}\mathcal M_{21}$. The product grows roughly as $e^{\Gamma_{\max}dN}$, with $\Gamma_{\max}$ the largest $\operatorname{Im}k_g$. Relative rounding of size $u$ hides the slowest growing wave, of order $e^{\mu N}$, when $u\,e^{\Gamma_{\max}dN}\approx e^{\mu N}$. All digits are therefore lost near $N_{\rm loss}$, and overflow occurs near $N_{\rm over}$, with
\begin{equation}
N_{\rm loss}\approx\frac{\ln(1/u)}{\Gamma_{\max}d-\mu},\qquad
N_{\rm over}\approx\frac{\ln(\text{largest number})}{\Gamma_{\max}d}.
\end{equation}
These are estimates without prefactors, and $N_{\rm loss}$ can be off by a layer, as the example below shows. Adding beams for accuracy raises $\Gamma_{\max}$ and makes both numbers smaller.

\section{Absorption and the number of doublings}

For one beam in a mirror-symmetric crystal, $P=Q=\lambda$ and $R_\infty=R'_\infty=r$, and (\ref{err}) becomes
\begin{equation}
R_N-r=-\frac{r(1-r^2)\lambda^{2N}}{1-r^2\lambda^{2N}} .
\end{equation}
For small $|\lambda|^{2N}$ the error is $Ce^{-2\mu N}$ with $C=|r(1-r^2)|$, at most 2 if $|r|\le1$. Requiring $Ce^{-2\mu2^n}\le\varepsilon$ gives
\begin{equation}
n=\left\lceil\log_2\frac{\ln(C/\varepsilon)}{2\mu}\right\rceil .\label{count}
\end{equation}
With many beams $C$ is a prefactor from (\ref{err}), and $C=2$ serves as an estimate, not a bound: the resulting $n$ is usually right or one too high, and occasionally one too low. It enters through a double logarithm.

Absorption acts through $\mu=d\operatorname{Im}k_B$, where $k_B$ is the normal component of the Bloch vector. Within a band, $k_B$ is real at real energy, and for small $V_i$
\begin{equation}
k_B(E+iV_i)\approx k_B(E)+iV_i\frac{dk_B}{dE}
\quad\Rightarrow\quad \mu\approx\frac{V_id}{v},\qquad v=\frac{dE}{dk_B}.
\label{mu}
\end{equation}
Then $n\approx\log_2[v\ln(C/\varepsilon)/(2V_id)]$, rounded up: halving $V_i$ adds one doubling. In a gap, $k_B$ is already complex at $V_i=0$, so $\mu$ and $n$ tend to finite values. At the lower edge $E_0$ of a band with $E-E_0=q^2/2m$, where $q$ is measured from the edge, $v=0$ and (\ref{mu}) fails. There $q=\sqrt{2miV_i}$ and $\mu=d\sqrt{mV_i}$, so a halving adds half a doubling before rounding. Thus $V_i$ alone does not fix $n$.

\section{Worked example}

\subsection{Layer matrices}

The model has a square lattice with $a=5$ bohr, $d=4$ bohr and body-centred stacking vector $\mathbf c=(a/2,a/2,d)$. Each site is a spherical well of depth $V_0=1$ hartree and radius $\rho=2$ bohr that scatters $s$ waves alone. Let $\kappa=\sqrt{2(E+iV_i)}$ and $q=\sqrt{\kappa^2+2V_0}$. Outside the well, the radial function for unit incident amplitude at the centre is $\sin(\kappa r)/\kappa+fe^{i\kappa r}$; inside it is proportional to $\sin qr$. Equal logarithmic derivatives, with $L=q\cot q\rho$, give
\begin{align}
\cos\kappa\rho+i\kappa fe^{i\kappa\rho}&=L\left(\frac{\sin\kappa\rho}{\kappa}+fe^{i\kappa\rho}\right),\\
f&=\frac{\cos\kappa\rho-L\sin(\kappa\rho)/\kappa}{(L-i\kappa)e^{i\kappa\rho}} .
\end{align}
At normal incidence all sites of a layer emit the same amplitude $s=f(\alpha+D_0s)$, where $\alpha$ is the external wave at a site and $D_0=\sum_{\mathbf R\ne0}e^{i\kappa R}/R$. Absorption makes this sum converge absolutely. Hence $s=f_{\rm eff}\alpha$ with $f_{\rm eff}=1/(1/f-D_0)$.

The waves emitted by a layer add up to $\Phi=\sum_{\mathbf R}e^{i\kappa|\mathbf r-\mathbf R|}/|\mathbf r-\mathbf R|$, which obeys $(\nabla^2+\kappa^2)\Phi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)$. Its Fourier coefficient obeys $\phi_g''+k_g^2\phi_g=-(4\pi/A)\delta(z)$. The outgoing form $\phi_g=\beta e^{ik_g|z|}$ has derivative jump $2ik_g\beta=-4\pi/A$, so $\beta=2\pi i/(Ak_g)$. About a site, the layer therefore reflects with $w_{gg'}=2\pi if_{\rm eff}/(Ak_g)$ and transmits with $t=1+w$.

Moving a wave's origin by $\mathbf s$ multiplies its amplitude by $e^{i\mathbf K\cdot\mathbf s}$. With diagonal matrices $p^\pm_g=e^{\pm i\mathbf K_g^\pm\cdot\mathbf c/2}$,
\begin{equation}
T^\pm=p^\pm tp^\pm,\qquad R^{-+}=p^-wp^+,\qquad R^{+-}=p^+wp^- .
\end{equation}
All exponentials decay. A full muffin-tin calculation changes $t$ and $w$, not the stacking.

\subsection{Stability}

With 37 beams, $E=0.45$ and $V_i=0.04$ hartree, $\Gamma_{\max}=3.859$ bohr$^{-1}$ and $\Gamma_{\max}d=15.44$. Double precision has $\ln(1/u)\approx36.7$, and $\mu=0.299$ from (\ref{bloch}), so $N_{\rm loss}\approx36.7/15.1\approx2.4$. This is about one layer too early: the rounding error of the transfer result is about $10^{-9}$ at $N=2$, $5\times10^{-3}$ at $N=3$ and of order one at $N=4$, close to $u\,e^{15.1(N-1)}$, so all digits are lost near $N=3.4$. The reference for finite stacks solves the linear equations for the site amplitudes of all layers, coupled by real-space lattice sums without interlayer beams. Absolute errors of the complex specular reflection amplitude are:

\begin{center}
\begin{tabular}{rccc}
$N$ & $|R|$ & doubling & transfer matrix\\
2 & 0.3478 & $2.3\times10^{-8}$ & $2.0\times10^{-8}$\\
4 & 0.3970 & $1.7\times10^{-8}$ & 9.9\\
8 & 0.4159 & $1.4\times10^{-8}$ & 4.2\\
16 & 0.4171 & $1.3\times10^{-8}$ & 1.4
\end{tabular}
\end{center}

The transfer result is useless at four layers, long before overflow, which comes when the 46th power is formed; the estimate is $709.8/15.44=46.0$. The deviation of about $10^{-8}$ for doubling does not grow with $N$. Its size matches the omission of higher beams, which the reference includes: the first omitted shell has $|\mathbf g|^2=13(2\pi/a)^2$, so $\operatorname{Im}k_g=4.43$ bohr$^{-1}$ and $e^{-\operatorname{Im}(k_g)d}=e^{-17.7}\approx2\times10^{-8}$. For a single layer, where no interlayer beams enter, the two results agree to rounding.

Over 20 doublings, about a million layers, the largest condition number of $1-R^{+-}R^{-+}$ is 1.60. One sample of random changes of up to $10^{-10}$ in every element of the one-layer matrices alters the final specular amplitude by $0.55\times10^{-10}$. At this energy, well inside the band, such changes stayed below $10^{-10}$ in a few samples and the condition number stayed below 2.3 as $V_i$ was lowered to $4\times10^{-5}$ hartree.

\subsection{Doublings}

The decay exponent $\mu$ and the half-crystal reflection come from (\ref{bloch}), solved by an ordered generalized Schur decomposition. ``Needed'' is the first $n$ for which the specular amplitude lies within $\varepsilon=10^{-8}$ of its half-crystal value in the same 37-beam model. ``Estimate'' is (\ref{count}) with $C=2$.

\begin{center}
\begin{tabular}{c|ccc|ccc}
 & \multicolumn{3}{c|}{band, $E=0.45$} & \multicolumn{3}{c}{gap, $E=0.20$}\\
$V_i$ & $\mu$ & estimate & needed & $\mu$ & estimate & needed\\
0.16 & 1.073 & 4 & 4 & 1.296 & 3 & 3\\
0.08 & 0.583 & 5 & 4 & 1.120 & 4 & 4\\
0.04 & 0.299 & 5 & 5 & 1.060 & 4 & 4\\
0.02 & 0.151 & 6 & 6 & 1.043 & 4 & 4\\
0.01 & 0.0756 & 7 & 7 & 1.039 & 4 & 4
\end{tabular}
\end{center}

Energies are in hartree; $V_i=0.16$ hartree is 4.35 eV. For $V_i=0.01$ in the band, $\ln(2\times10^8)=19.11$ and $19.11/(2\times0.0756)=126$, whose binary logarithm is 6.98; hence seven doublings. At $V_i=0.08$ the logarithm is 4.035, just above an integer, and the estimate is one too high.

The phase of $\lambda$ at $E\pm0.005$ hartree, with $V_i=0.01$ hartree, gives $v=0.530$ atomic units. Then $V_id/v=0.01\times4/0.530=0.0755$, against 0.0756 from the eigenproblem. The free-electron velocity $\sqrt{2E}=0.949$ would give 0.042 and one doubling too many. At $V_i=0.16$ the linear law gives 1.21 instead of 1.07, so it is no longer accurate there.

\section{Failure modes}

\begin{itemize}
\item At $V_i=0$ the proof of invertibility lapses: a bound state of the combined stack makes $1-R_A^{+-}R_B^{-+}$ singular. In a band $|\lambda|=1$, and (\ref{err}) no longer forces the reflection to converge.
\item A root with $\operatorname{Im}k_g<0$ turns decaying factors into growing ones and destroys the stability.
\item Closely spaced layers need more beams, since an omitted beam decays only by the factor $e^{-\operatorname{Im}(k_g)d}$ between layers. With higher partial waves the coupling to that beam also carries powers of $|\mathbf g|$, so still more beams are needed. Doubling does not overflow on the added beams, but its cost grows as $M^3$, and an incomplete set can be ill conditioned when the spheres cross the plane between layers. For the wells of the example with partial waves up to $l=7$, $d=2$ bohr, $E=0.45$ and $V_i=0.16$ hartree, the condition number of $1-R^{+-}R^{-+}$ for two layers is $6\times10^4$ with 161 beams and about 10 with 633, and the reflection error falls from $3\times10^{-4}$ to $6\times10^{-9}$.
\item Convergence in $n$ says nothing about errors from omitted beams or partial waves. These need their own convergence study.
\item For very long stacks $T^\pm$ underflows to zero. This does not harm the reflection, but the transmission is then lost as a number.
\end{itemize}
